# RKKY couplings from imaginary-axis Green functions and their thermal damping

## The decision: how warm may the electrons be?

A calculation of exchange couplings between distant moments by a Matsubara sum needs an electronic temperature. A high temperature makes the sums short and smooth, but it suppresses the long-range couplings that the calculation is meant to find. For a pair at distance $R$ the controlling number is

$$x=\frac{2\pi kT R}{\hbar v},$$

where $v$ is the Fermi velocity at the point of the Fermi line where the velocity is parallel to $\mathbf R$. At large $R$ the amplitude of the oscillating coupling is multiplied by $x/\sinh x\approx 1-x^2/6$. To lose at most a fraction $\delta$ of the amplitude, choose

$$kT\lesssim \frac{\hbar v}{2\pi R}\sqrt{6\delta}.$$

This rule concerns the amplitude. The coupling at one given site also contains a phase, which shifts with temperature and matters near a node. The rule is derived below for a clean metal with one spin-degenerate band whose Fermi line is curved and has a single point with velocity parallel to $\mathbf R$. For spin-split bands the summand is $G_\uparrow G_\downarrow$, which decays as $e^{-\omega R(1/v_\uparrow+1/v_\downarrow)}$, so $v$ becomes the harmonic mean of the two velocities. For several sheets or a nearly flat Fermi line the loss can exceed $\delta$: for two copies of the band below, filled to $\mu=-1.5t$ and $-3.5t$ and weighted equally in $G$, the temperature that the faster sheet allows for a 1% loss costs 4.5% at $R=20$.

## Model and conventions

Electrons move on a square lattice with hopping $t$, lattice constant $a=1$ and $\hbar=1$:

$$\varepsilon(\mathbf k)=-2t(\cos k_x+\cos k_y).$$

Two classical moments with unit vectors $\mathbf e_1,\mathbf e_2$ sit at sites separated by $\mathbf R=(m,n)$. Each adds $g\,\mathbf e_i\cdot\boldsymbol\sigma$ at its site, where $g$ is an energy. The electrons do not interact, the chemical potential $\mu$ is fixed, and the coupling is wanted to second order in $g$. It is defined by the term $-J\,\mathbf e_1\cdot\mathbf e_2$ in the grand potential $\Omega$, so $J>0$ favours parallel moments.

The Green function without moments is

$$G(\mathbf R,z)=\int\frac{d^2k}{(2\pi)^2}\frac{e^{i\mathbf k\cdot\mathbf R}}{z-\varepsilon(\mathbf k)},\qquad z=\mu+i\omega .$$

## From the grand potential to a frequency sum

With $\omega_n=(2n+1)\pi kT$ and the usual convergence factor,

$$\Omega=-kT\sum_n\mathrm{Tr}\ln(-\mathcal G^{-1}),\qquad \mathcal G^{-1}=G^{-1}-V,$$

where $V$ contains both moments. Under the trace the logarithm separates into $\ln(-G^{-1})+\ln(1-GV)$. Since $\ln(1-y)=-y-y^2/2-\dots$, the second-order term is

$$\Omega_2=\frac{kT}{2}\sum_n\mathrm{Tr}(GVGV).$$

The first-order term vanishes because $\mathrm{tr}\,\boldsymbol\sigma=0$. In $\Omega_2$, two orderings contain both moments, and they are equal. They cancel the factor $1/2$. The spin trace is $\mathrm{tr}[(\mathbf e_1\cdot\boldsymbol\sigma)(\mathbf e_2\cdot\boldsymbol\sigma)]=2\,\mathbf e_1\cdot\mathbf e_2$, and inversion symmetry gives $G(-\mathbf R)=G(\mathbf R)$. Hence

$$\Omega_{12}=2g^2kT\sum_{n=-\infty}^{\infty}G(\mathbf R,\mu+i\omega_n)^2\;\mathbf e_1\cdot\mathbf e_2 .$$

By the same symmetry $e^{i\mathbf k\cdot\mathbf R}$ may be replaced by $\cos(\mathbf k\cdot\mathbf R)$, which is real, so $G(\mu-i\omega)=G(\mu+i\omega)^*$. The full sum is therefore twice the real part of the sum over $n\ge0$:

$$J=-4g^2\,\mathrm{Re}\,A,\qquad A=kT\sum_{n\ge0}G(\mathbf R,\mu+i\omega_n)^2. \tag{1}$$

Keep $A$ complex in the code. Its phase decides the sign of $J$. At large $R$, when a single Fermi point contributes, its modulus is the oscillation amplitude and has no nodes, as (4) below shows.

Equation (1) was tested, sign and factor included, against the definition. A $28\times28$ torus was diagonalized with parallel and with antiparallel moments at $kT=0.3t$, and the next correction in $g$ was removed by extrapolation from two values of $g$. For $\mathbf R=(3,0)$ the diagonalization gives $J/g^2=8.1515\times10^{-4}/t$, and (1) gives the same digits. For $(2,2)$ the values are $1.83272\times10^{-3}/t$ and $1.83265\times10^{-3}/t$.

## The Green function at one frequency

**The $k_x$ integral.** Fix $k_y$ and set $w=z+2t\cos k_y$. With $\zeta=e^{ik_x}$,

$$\int\frac{dk_x}{2\pi}\frac{e^{ik_x|m|}}{w+2t\cos k_x}
=\oint\frac{d\zeta}{2\pi i}\,\frac{\zeta^{|m|}}{t\zeta^2+w\zeta+t}.$$

The roots of the denominator have product 1, so one of them, $\lambda$, lies inside the unit circle. Writing $\lambda=(-w+r)/(2t)$ with $r^2=w^2-4t^2$, the derivative of the denominator at the root is $2t\lambda+w=r$. The integral is therefore $\lambda^{|m|}/r$.

The branch of $r$ must give $|\lambda|<1$. Take

$$r=\sqrt{w-2t}\,\sqrt{w+2t},\qquad \lambda=-\frac{2t}{w+r},$$

with principal square roots. The two forms of $\lambda$ agree because $(r-w)(r+w)=-4t^2$; the second avoids subtracting nearly equal numbers at large $|w|$. For large $|w|$, $r\approx w$ and $\lambda\approx-t/w$ is small. A root with $|\lambda|=1$ would require $w=-t(\lambda+1/\lambda)$ to be real. Since $r$ is continuous for $\mathrm{Im}\,w>0$, $|\lambda|$ stays below 1 in that half plane.

**The $k_y$ integral.** Use $N$ equally spaced points:

$$G_N(m,n)=\frac1N\sum_{k_y}\frac{\lambda(k_y)^{|m|}}{r(k_y)}\cos(k_yn).$$

The error of this sum is known. Expand $\lambda^{|m|}/r$ in a Fourier series, whose coefficients are the values $G(m,l)$. The discrete sum of $e^{ik_y(n-l)}$ equals $N$ if $l=n+jN$ with integer $j$, and zero otherwise. Hence

$$G_N(m,n)=\sum_{j}G(m,n+jN). \tag{2}$$

The finite sum describes a cylinder of circumference $N$, and the terms $j\neq0$ are images. With $N=30$, $\omega=0.3t$ and $(m,n)=(3,2)$, the error and the image sum both have modulus $6.736\times10^{-4}/t$.

At small $\omega$ an image at distance $d$ is reduced by about $e^{-\omega d/v}$, as the asymptotic form below shows. The number of points must therefore grow as $1/\omega$. The choice

$$N=60t/\omega+4(|m|+|n|)+64$$

gives, for a velocity near $2t$, an image factor of about $e^{-30}$.

## Frequency sums and pseudocode

At finite temperature, add the terms of (1) until they are negligible. At $T=0$ the spacing $2\pi kT$ becomes $d\omega$, so $kT\sum\to\int d\omega/2\pi$. The integrand decays roughly as $e^{-s}$ with $s=2\omega R/v$. Substituting $\omega=vs/(2R)$ gives

$$A(0)=\frac{v}{4\pi R}\int_0^\infty ds\,e^{-s}\left[e^sG^2\right]
\approx\frac{v}{4\pi R}\sum_jw_je^{s_j}G(\mathbf R,\mu+i\omega_j)^2,$$

where $s_j,w_j$ are Gauss–Laguerre nodes and weights and $\omega_j=vs_j/(2R)$. At large $R$ the bracket varies slowly over the range of $s$ that carries the weight; for $\mu=-2.5t$, $R=20$ its modulus changes by 3% up to $s=7$. It grows strongly at the outer nodes, where the weights are negligible. With 20 nodes the relative error is about $10^{-15}$ at $R=20$ and $2\times10^{-5}$ at $R=1$.

```
function GREEN(m, n, omega):
    N  = int(60 t/omega + 4(|m|+|n|) + 64)
    ky = 2 pi (0, ..., N-1)/N
    w  = mu + i omega + 2 t cos(ky)
    r  = sqrt(w - 2t) * sqrt(w + 2t)
    lam = -2t/(w + r)
    return mean( lam^|m| / r * cos(n ky) )

function A_THERMAL(m, n, kT):
    A = 0
    for j = 0, 1, 2, ...:
        term = kT * GREEN(m, n, (2j+1) pi kT)^2
        A = A + term
        if |term| < 1e-13 |A|: return A

function A_GROUND(m, n, v):
    R = sqrt(m^2 + n^2)
    (s, weight) = Gauss-Laguerre(20)
    return v/(4 pi R) * sum( weight * exp(s)
                             * GREEN(m, n, v s/(2R))^2 )

J = -4 g^2 Re A
```

The Matsubara sum is the midpoint rule for the $T=0$ integral, which gives a check on the quadrature. Sums at $x=0.2$ and $0.1$, combined to remove the $x^2$ error, differ from the quadrature at $R=20$ by $7.7\times10^{-6}$ relative. The next term of $x/\sinh x=1-x^2/6+7x^4/360-\dots$ predicts

$$\frac{7}{360}\cdot\frac{|4(0.1)^4-(0.2)^4|}{3}=7.8\times10^{-6},$$

so the difference is accounted for by the extrapolation.

## Why the amplitude follows $x/\sinh x$

Let $\alpha$ and $\beta$ be the components of $\mathbf k$ along and across $\mathbf R$. For a convex Fermi line around the band minimum there is one point with velocity parallel to $\mathbf R$. Call its component along $\mathbf R$ $k$, its speed $v$, and set $\varepsilon_\perp=\partial^2\varepsilon/\partial\beta^2>0$ there.

**Integral along $\mathbf R$.** Near the pole $\alpha=q$ with $\varepsilon=z$, the denominator is $z-\varepsilon\approx-v(\alpha-q)$. For $\omega>0$ the pole with positive velocity lies in the upper half plane, where $e^{i\alpha R}$ decays. Its residue gives

$$\int\frac{d\alpha}{2\pi}\frac{e^{i\alpha R}}{z-\varepsilon}\approx-\frac{i}{v}e^{iqR}.$$

**Integral across $\mathbf R$.** Differentiate $\varepsilon(q(\beta),\beta)=z$ twice at the point where $\partial\varepsilon/\partial\beta=0$. There $q'(\beta)=0$, so $v\,q''(\beta)+\varepsilon_\perp=0$ and, measuring $\beta$ from that point, $q(\beta)\approx q-\varepsilon_\perp\beta^2/(2v)$. The remaining Gaussian integral is

$$\int\frac{d\beta}{2\pi}e^{-i\varepsilon_\perp R\beta^2/(2v)}
=e^{-i\pi/4}\sqrt{\frac{v}{2\pi\varepsilon_\perp R}} .$$

Multiply the two factors and square. The phases combine as $(-i)^2e^{-i\pi/2}=(-1)(-i)=i$, so

$$G^2\approx\frac{i\,e^{2iqR}}{2\pi v\varepsilon_\perp R},\qquad q(\mu+i\omega)\approx k+\frac{i\omega}{v}. \tag{3}$$

The second relation is $dq/dE=1/v$ continued to $E=\mu+i\omega$. It shows that $G$ decays as $e^{-\omega R/v}$, as used for the images.

**Sum over frequencies.** In (3) the frequency enters as $e^{-2\omega_nR/v}=e^{-(2n+1)x}$. The series is geometric:

$$kT\sum_{n\ge0}e^{-(2n+1)x}=kT\frac{e^{-x}}{1-e^{-2x}}=\frac{kT}{2\sinh x}=\frac{v}{4\pi R}\,\frac{x}{\sinh x},$$

where the last step uses $kT=xv/(2\pi R)$. Therefore

$$A\approx\frac{i\,e^{2ikR}}{8\pi^2\varepsilon_\perp R^2}\,\frac{x}{\sinh x},\qquad
J\approx\frac{g^2\sin(2kR)}{2\pi^2\varepsilon_\perp R^2}\,\frac{x}{\sinh x}. \tag{4}$$

The sign follows from $-4g^2\,\mathrm{Re}(ie^{i\theta})=4g^2\sin\theta$. Along $[10]$ the point has $k_y=0$, so $\varepsilon_\perp=2t$, and $k=k_F$ obeys $\cos k_F=-\mu/(2t)-1$ with $v=2t\sin k_F$.

For small $x$ many frequencies contribute and the $T=0$ result returns. For large $x$ the first frequency dominates and the factor becomes $2xe^{-x}$, as long as $q$ is still linear in $\omega$ at that frequency. At fixed $R$ this ends: for $\mu=-2.5t$, $R=20$ along $[10]$, $|A|$ lies 4% above this form at $x=8$ and 17% above it at $x=12$. Physically, electrons within about $kT$ of the Fermi level have wave numbers spread by about $kT/v$. Their oscillations lose step as $R$ times this spread grows: since $x=2\pi RkT/v$, half the amplitude is lost at $RkT/v=0.35$, and about 2% remains at $RkT/v=1$.

## The phase that the simple law omits

Along $[10]$ the next order in $1/R$ can be written down. Let $v'=dv/dk$. Since $dq/dE=1/v$, the second derivative is $d^2q/dE^2=-v'/v^3$. The exponent $2iqR$ gains

$$2iR\cdot\frac12\left(-\frac{v'}{v^3}\right)(i\omega)^2=\frac{iRv'\omega^2}{v^3}.$$

The prefactor $1/v$ in (3) also depends on energy and becomes $(1/v)(1-iv'\omega/v^2)$, while $\varepsilon_\perp=2t$ does not change. With $\omega=sv/(2R)$ the two relative corrections add to

$$\frac{iv'}{4vR}(s^2-2s).$$

The next stationary-phase term is also imaginary at order $1/R$, because that expansion runs in powers of $1/(iR)$ with real coefficients at real energy. Its frequency dependence is one order higher, so it cancels from the ratio $A(T)/A(0)$.

It remains to average over the weights $e^{-(2n+1)x}$, with $s=(2n+1)x$. Let $F(x)=1/(2\sinh x)$ be their sum. Then

$$\langle s\rangle=-x\frac{F'}{F}=x\coth x,\qquad
\langle s^2\rangle=x^2\frac{F''}{F}=x^2\left(1+\frac{2}{\sinh^2x}\right).$$

At $T=0$ the weight is $e^{-s}$, so $\langle s^2\rangle-2\langle s\rangle=2-2=0$. The thermal phase shift of $A$ is thus

$$\varphi=\frac{v'}{4vR}\left[x^2\left(1+\frac{2}{\sinh^2x}\right)-2x\coth x\right]. \tag{5}$$

An imaginary relative correction changes a modulus in second order, so $|A|$ obeys the damping law with an error of order $1/R^2$ at fixed $x$. The coupling itself follows

$$\frac{J(T)}{J(0)}\approx\frac{x}{\sinh x}\,\frac{\cos(\theta_0+\varphi)}{\cos\theta_0},\qquad\theta_0=\arg A(0). \tag{6}$$

Near a node $\cos\theta_0$ is small, and a small $\varphi$ has a large relative effect.

Both orders were tested. For $x$ from 1 to 5 the largest relative deviation of $|A(T)/A(0)|$ from $x/\sinh x$ is 0.0057 at $R=20$ and 0.0014 at $R=40$, a factor of four for a doubled distance. At $R=40$, $x=5$ the computed phase shift is 0.02415 rad, and (5) gives 0.02422 rad.

## Worked example

Take $\mu=-2.5t$ and $g=0.1t$. Along $[10]$, $\cos k_F=1.25-1=0.25$, so $k_F=1.3181$, $v=1.9365t$ and $v'=2t\cos k_F=0.5t$.

**One coupling.** At $R=20$ and $kT=0.01t$,

$$x=\frac{2\pi\times0.01\times20}{1.9365}=0.649.$$

The first four terms of $J$, in units of $10^{-6}t$, are 0.27667, 0.07529, 0.02025 and 0.00539. The ratio of the first two is 0.272, close to $e^{-2x}=0.273$. The full sum is $J=0.3795\times10^{-6}t$.

At $T=0$ the quadrature gives $0.4066\times10^{-6}t$. The asymptotic law gives

$$\frac{0.01\times\sin(52.725)}{4\pi^2\times400}\,t=\frac{0.01\times0.6307}{15791}\,t=0.3994\times10^{-6}t,$$

which is 1.8% lower. The thermal ratio $0.3795/0.4066=0.933$ agrees with $x/\sinh x=0.933$.

**Near a node.** At $R=19$, $\sin(2k_FR)=-0.176$. The table gives ratios to $T=0$; the last column is (6).

| $R$ | $kT/t$ | $x$ | ratio of $\lvert A\rvert$ | $x/\sinh x$ | ratio of $J$ | with $\varphi$ |
|---|---|---|---|---|---|---|
| 20 | 0.02 | 1.298 | 0.7659 | 0.7661 | 0.7664 | 0.7665 |
| 20 | 0.06 | 3.894 | 0.1589 | 0.1587 | 0.1544 | 0.1541 |
| 19 | 0.02 | 1.233 | 0.7852 | 0.7853 | 0.7875 | 0.7877 |
| 19 | 0.06 | 3.699 | 0.1834 | 0.1832 | 0.1633 | 0.1630 |

In the last row the modulus still follows the law, but $J$ lies 11% below it. Equation (5) gives $\varphi=0.003397\times6.342=0.0215$ rad there, and including it brings the prediction to within 0.2% of the computed ratio.

**Another direction.** Along $[11]$ the Fermi point has $k_x=k_y=0.8957$, with $v=2.208t$. For $\mathbf R=(14,14)$ and $kT=0.05325t$ the computed ratio of $|A|$ is 0.2989. The $[11]$ velocity gives $x=3.00$ and a factor 0.2995; the $[10]$ velocity would give 0.2239.

**The temperature to choose.** At $R=20$ along $[10]$, $x=1$ corresponds to $kT=0.0154t$, or 89 K if $t=0.5$ eV. An amplitude loss of 1% allows $x=\sqrt{0.06}=0.245$, hence about 22 K. The coupling at $T=0$ is then 0.20 µeV.

## Cost

The terms of (1) fall as $e^{-2nx}$ at large $R$, so a relative cut-off of $10^{-13}$ needs roughly $15/x$ frequencies. For $R=20$, $kT=0.01t$ this estimate is 23; the run used 27. The first frequency needs about 2050 values of $k_y$, and later ones need fewer. Since $N\propto1/\omega_n$, the total work at low temperature scales as $1/kT$ times a logarithm. Memory is a few arrays of length $N$.

## Stability and failure modes

- **Too few $k_y$ points.** A fixed $N$ fails at low temperature, because the images in (2) are no longer damped. Raise $N$ as $1/\omega$.
- **Short distances.** At large $\omega$, reaching $\mathbf R$ takes $d=|m|+|n|$ hops, so $G\propto\omega^{-d-1}$ and the terms of (1) fall as $\omega^{-2d-2}$. For small $d$ the neglected tail can exceed the last term by a factor of order $n/(2d+1)$. Add a tail estimate if high accuracy is needed.
- **Several Fermi points.** Along $[10]$, $k_y=\pi$ is also stationary. It requires $\cos k_x=1-\mu/(2t)$, which has a real solution only for $0<\mu<4t$, where the $k_y=0$ condition $\cos k_x=-\mu/(2t)-1$ has none; one point replaces the other. Indeed the shift $\mathbf k\to\mathbf k+(\pi,\pi)$ reverses the sign of $\varepsilon$, so $G(\mathbf R,z)=-(-1)^{m+n}G(\mathbf R,-z)$ and $A(\mu)=A(-\mu)^*$: the damping law carries over to $\mu>0$. For a band whose Fermi line is not convex or has several sheets, several points can have velocity parallel to $\mathbf R$. Each adds a contribution to $G$, and $G^2$ contains cross terms, so a single factor $x/\sinh x$ no longer describes $|A|$. Equation (1) remains valid.
- **Flat Fermi line.** Along $[11]$, $\varepsilon_\perp=2t\cos k_x=-\mu/2$. It vanishes at half filling, where (4) diverges and the Gaussian integral is not justified. The damping law degrades before that: for $\mathbf R=(14,14)$ and $x=3$ the ratio of $|A|$ is 0.279 at $\mu=-0.5t$ and 0.164 at $\mu=-0.1t$, against 0.2995. Along $[10]$, $v\to0$ as $\mu\to0$, and the law fails there too: at $\mu=-0.03t$, $R=20$, $x=3$ the ratio is 0.368.
- **Low filling.** Near the band bottom $k_F$ and $v$ tend to zero. Equation (4) needs $k_FR\gg1$, and the linear form of $q$ needs $kT$ well below $\mu+4t$, by a margin that grows with distance: with $v\approx2tk_F$ and $\mu+4t\approx tk_F^2$ the neglected term $Rv'\omega^2/v^3$ is about $k_FR\,[\omega/(\mu+4t)]^2/4$. At $\mu=-3.9t$, $kT=0.01t$, $|A|$ departs from the damping law by 0.3%, 5% and 12% at $R=20$, 60 and 120.
- **Fixed density.** If the electron number is held fixed, $\mu$ moves with temperature by some $\delta\mu$. This adds a phase $2R\,\delta\mu/v$ to $A$, which grows with distance and is not contained in (5).
- **Strong moments.** Equation (1) is second order in $g$. When $g|G(0)|$ is not small, repeated scattering at each moment must be included. In the worked example $g|G(0)|\approx0.04$; at $kT=0.01t$, half the difference of $\Omega$ between antiparallel and parallel moments, taken to all orders in $g$, is smaller in modulus than (1) by 0.45% at $R=20$ and by 1.8% at $R=19$, near the node. The digits of $J$ quoted above are those of the second-order term.

The numerical check printed below covers the Green function, the coupling formula, the asymptotic law and the damping in both directions.

## Values computed for the example and the checks

```
Units: t = 1, a = 1, hbar = 1 unless stated
mu = -2.5 t, g = 0.1 t
[10]: kF = 1.31812 /a, v = 1.93649 t a, dv/dk = 0.500 t a^2
[11]: kx = ky = 0.89566 /a, v = 2.20794 t a, eps_perp = 1.250 t a^2
G(3,2; mu+0.3i t) = -0.04674867+0.05627299j /t, double k sum -0.04674867+0.05627299j /t
30 ky points: error 6.736e-04 /t, image sum 6.736e-04 /t
Torus 28x28, kT = 0.3 t: J/g^2 in 1/t
  R=(3,0): diagonalization 8.151516e-04, Green functions 8.151485e-04
  R=(2,2): diagonalization 1.832722e-03, Green functions 1.832653e-03
T=0 quadrature vs extrapolated sums, R=20: rel. diff 7.7e-06
T=0 law, rel. error of A: R=20 0.0154, R=40 0.0077, (14,14) 0.0263
Damping law for |A|, worst rel. deviation for x=1..5: R=20 0.00573, R=40 0.00144
Phase shift R=40, x=5: computed 0.02415 rad, formula 0.02422 rad
(14,14), kT = 0.05325 t: |A| ratio 0.2989
  x/sinh x: [11] velocity (x=3.000) 0.2995, [10] velocity (x=3.421) 0.2239
R=20, kT=0.01 t: 27 frequencies; terms -4 g^2 kT Re G^2:
  n=0: omega=0.03142 t, G=0.013806-0.029703j /t, term=0.27667 e-6 t
  n=1: omega=0.09425 t, G=0.007232-0.015509j /t, term=0.07529 e-6 t
  n=2: omega=0.15708 t, G=0.003835-0.008082j /t, term=0.02025 e-6 t
  n=3: omega=0.21991 t, G=0.002058-0.004207j /t, term=0.00539 e-6 t
  full sum J = 0.37950 e-6 t
R=20, T=0: J = 0.40655 e-6 t, asymptotic law 0.39938 e-6 t
R=19, T=0: J = -0.13462 e-6 t, sin(2 kF R) = -0.1761
Ratios to T=0: R, kT/t, x, |A| ratio, x/sinh x, J ratio, J with phase
  20 0.005 0.3245 0.98266 0.98267 0.98278 0.98279
  20 0.010 0.6489 0.93308 0.93312 0.93348 0.93351
  20 0.020 1.2978 0.76591 0.76608 0.76637 0.76654
  20 0.040 2.5957 0.38924 0.38941 0.38655 0.38672
  20 0.060 3.8935 0.15892 0.15871 0.15437 0.15414
  19 0.020 1.2330 0.78517 0.78534 0.78750 0.78766
  19 0.040 2.4659 0.42168 0.42191 0.41120 0.41140
  19 0.060 3.6989 0.18339 0.18322 0.16327 0.16300
x = 1 at R=20: kT = 0.01541 t = 89.4 K for t = 0.5 eV
J(R=20, T=0) = 0.2033 micro-eV for t = 0.5 eV
```
